Logarithmic roughening of a smoothed oxidation front on silicon, part 2

Random reactions roughen a silicon oxidation front and interface energy smooths it. The front's depth deviation from its mean is h, with variance w² = ⟨h²⟩. The mean silicon thickness consumed, H, serves as clock: dH = v dt, with v the mean reaction rate. Only waves with wavenumber q below Λ = 2√π/c are kept, which represents averaging over cells of side c.

The assumptions are: A1, the front is infinite and starts flat; A2, each reaction independently and irreversibly converts one silicon atom, of volume Ω; A3, heights are cell averages, and slopes and curvature effects are small; A4, v is uniform apart from the curvature effect; A5, growth along the normal is neglected.

The linear (Edwards-Wilkinson) front, with zero-mean reaction noise ζ, obeys

∂h/∂H = ℓ∇²h + ζ, with noise strength Ω. (36)

w² = Ω/(8πℓ) [ln u + γ_E + E₁(u)], u = 2ℓHΛ². (37)

Here γ_E = 0.577… and E₁(u) is the integral of e^(−s)/s from u to infinity. Without smoothing,

w² ≈ Ω(2ℓHΛ²)/(8πℓ) = ΩH/c². (30)

The local rate is v exp(ℓ∇²h), with smoothing length

ℓ = θγΩ/(kT), (14)

where γ is the interface energy per area, θ the share of interface work entering the barrier, k Boltzmann's constant and T the temperature.

After long growth the spectrum is B/q², with B = Ω/(2ℓ), and

⟨|∇h|²⟩ = (1/2π)∫₀^Λ q²(B/q²) q dq
= BΛ²/(4π) = B/c². (39)

⟨(ℓ∇²h)²⟩ = ℓ²/(2π) ∫₀^Λ q⁴(B/q²) q dq
= ℓ²BΛ⁴/(8π) = πℓΩ/c⁴. (40)

Applying the exponential rate atom by atom, on a square lattice of 0.384 nm sites with one-layer steps, gives a variance about 25 to 40 percent above (37) at 2 nm of oxide.

On a periodic square patch of side L, the longest wave has q = 2π/L and decay thickness L²/(8π²ℓ).

The example is dry oxidation of Si(001) at 1173 K, with rough inputs γ = 1.0 J/m² and θ = 0.50. Then Ω = 0.02001 nm³, ℓ = 0.618 nm, c = 1.0 nm, Λ = 3.545 nm⁻¹ and B = 0.0162 nm².

**Proposition 2: growth along the normal**

Suppose the reaction advances every element of the front by a distance dH along its normal. On an inclined plane the vertical component of the unit normal is 1/√(1+|∇h|²). A normal displacement dH therefore moves the plane vertically by

dH √(1+|∇h|²) ≈ dH (1 + ½|∇h|²). (41)

The extra term N = ½|∇h|² turns the Edwards-Wilkinson equation into the Kardar-Parisi-Zhang equation. Using H as clock does not remove it. Its mean is a small uniform speed increase, half of (39) or 0.81 percent. Its fluctuations act as additional noise on long waves.

To estimate that noise, use the steady Gaussian solution of (36). For two times separated by τ, the factor exp(−ℓq²|τ|) describes the decay of a wave, so

C(q,τ) = (B/q²) exp(−ℓq²|τ|). (42)

For Gaussian slopes g_i and g′_j at two points, the covariance of g_i² and g′_j² is 2⟨g_i g′_j⟩². The factor ½ in each N then gives

⟨N N′⟩ − ⟨N⟩² = ½ Σ_ij ⟨g_i g′_j⟩². (43)

The spectrum of ⟨g_i g′_j⟩ is q_i q_j C. Integrating (43) over all separations in the plane turns the squared correlation into an integral of the squared spectrum. Since Σ_ij q_i²q_j² = q⁴, the added noise strength is

Ω_N = ½ ∫dτ ∫d²q/(2π)² q⁴ C(q,τ)². (44)

The time integral of exp(−2ℓq²|τ|) over both signs of τ is 1/(ℓq²). Hence, with the longest wave q = 2π/L,

Ω_N = B²/(4πℓ) ∫ dq/q
= B²/(4πℓ) ln(ΛL/2π). (45)

Dividing by Ω and using B² = Ω²/(4ℓ²),

Ω_N/Ω = Ω/(16πℓ³) ln(ΛL/2π). (46)

For L = 1000 nm this is about 1.1 percent. Edwards-Wilkinson dynamics needs (46) to be small, along with the slope and curvature corrections. ∎

The growth rate v is absent from (46). Slower oxidation with ℓ held fixed does not suppress this correction. The logarithm also shows that the correction grows with size. When it approaches one, this first estimate is no longer enough, and the linear law cannot be assumed. The estimate gives one part of the nonlinear correction and is not a full treatment of the Kardar-Parisi-Zhang equation. For 1 nm cells the quadratic term ½(ℓ∇²h)² of the exponential rate, treated in the same way, adds a further 1.0 percent of noise and 1.9 percent of mean speed; with the cross term the two sources together add about 3 percent of noise.

The factor in (45) was tested in a separate simulation of Gaussian height fluctuations on a 6 by 6 lattice, with ℓ, Ω and the lattice spacing set to one. The measured added noise was 1.02 times the corresponding mode sum.

**Proposition 3: a rate that depends on oxide thickness**

Let r be the ratio of oxide thickness to consumed silicon thickness. For height variations much wider than the oxide is thick, each column has its own oxide thickness X = rH and its own rate v(X). Two nearby columns with a depth difference δ obey

dδ/dt = r v′(X) δ. (47)

The rate along one column changes as

dv/dt = v′(X) dX/dt = r v′(X) v. (48)

The relative rates of change of δ and v are equal, so δ/v is constant. A depth difference shrinks in the same proportion as the reaction rate. If the local law is applied to every retained wave, a fluctuation created at H′ has its amplitude multiplied by

M = v(rH)/v(rH′). (49)

Its variance acquires the factor M². Using τ = H − H′ and integrating the smoothing factor over q,

(1/2π)∫₀^Λ exp(−2ℓq²τ) q dq
= [1−exp(−2ℓΛ²τ)]/(8πℓτ). (50)

The variance is therefore

w² = Ω/(8πℓ) ∫₀ᴴ M² [1−exp(−2ℓΛ²τ)] dτ/τ. (51)

Setting M = 1 recovers (37). ∎

Consider the linear-parabolic rate v ∝ 1/(1+2X/P), where P is a length, and define H_P = P/(2r). Then M = 1 − τ/(H+H_P). Put σ = H/(H+H_P), which is below one. Expanding M² in (51) and taking u ≫ 1 gives

w² ≈ Ω/(8πℓ) [ln u + γ_E − 2σ + σ²/2]. (52)

The subtraction tends to 3/2 when H ≫ H_P. In that limit the thickness dependence within this local law only lowers the constant, and each doubling of H again adds Ω ln 2/(8πℓ). At smaller H the subtraction is still growing, so each doubling adds less. By contrast, a damping term −mh with constant m added to (36) would give the steady spectrum Ω/[2(ℓq²+m)] and the finite variance Ω/(8πℓ) ln(1+ℓΛ²/m). Lateral diffusion of oxidant through a thick oxide is outside the local law.

**Proposition 4: atomic layers**

Silicon layers along (001) are separated by b = 0.543 nm/4 = 0.1358 nm. A preference for complete layers adds a force periodic in height, with period b. For a Gaussian height deviation, the average of its first harmonic is reduced by

⟨cos(2πh/b)⟩ = exp(−2π²w²/b²). (53)

This is the Gaussian average ⟨cos(ph)⟩ = exp(−p²w²/2), with p = 2π/b.

On a saturated patch, w² grows as (B/2π) ln L. The factor (53) then varies as L^(−πB/b²). The gradient energy per area of a fixed height change across L varies as L⁻². The periodic force becomes less important at large L if its exponent is the larger one:

πB/b² > 2, or B > 2b²/π. (54)

This is an equilibrium-type criterion, used here as a guide for a moving front. In the example B/(2b²/π) = 1.38, so it is satisfied by a modest margin. With γ and θ fixed, B is proportional to T, and the threshold is 1173 K/1.38 = 850 K. That figure inherits the uncertainty of γ and θ.

At the start w = 0 and (53) equals one. Layer effects are then not averaged out, even above the threshold. ∎

**Worked example: an oxide 2 nm thick**

An oxide density of 2.2 g/cm³ and a molar mass of 60.08 g/mol give r = 2.266. The consumed silicon is

H = 2.0 nm/2.266 = 0.883 nm. (55)

The argument of the logarithm is

u = 2 × 0.6179 × 0.883 × 3.545² = 13.7. (56)

The prefactor Ω/(8πℓ) is 0.001289 nm². At this u, E₁ is negligible, and

w² = 0.001289 nm² × (ln 13.7 + 0.577)
= 0.00412 nm². (57)

The reaction-generated roughness is w = 0.064 nm, or 0.64 Å. Without smoothing, (30) would give √(ΩH)/c = 0.133 nm.

For oxides of 1, 2, 4 and 8 nm, (37) gives w = 0.057, 0.064, 0.071 and 0.077 nm. Each doubling adds 0.000893 nm² to the variance. The lateral length √(2ℓH) rises only from 0.74 to 2.1 nm in this range. Ultrathin growth therefore opens a short interval of lateral scales above the 1 nm cell. The longest wave of a 100 nm patch has a decay thickness of 205 nm of silicon, so such a patch is far from saturated.

The result depends on the stated resolution and on how it is imposed. A true average over 1 nm square cells, in place of the sharp cutoff, would give a roughness about a tenth smaller. With cells of 2 nm and all else fixed, u falls by a factor of four, to 3.4, and w becomes 0.048 nm. It also depends on the rough value of θγ. Halving this product halves ℓ, doubles the prefactor and halves u. The roughness then becomes 0.080 nm.

**Comparison with simulated reactions**

The logarithmic increment was tested by simulating random reactions on 224 by 224 cells of side 1 nm, with periodic boundaries and the exponential rate retained. Between H = 2 nm and H = 8 nm the simulated variance rose from 0.00645 to 0.00831 nm². The rise is 0.00186 nm². The law predicts

Ω ln 4/(8πℓ) = 0.00179 nm². (58)

The difference is 4 percent of the prediction, in a single random run whose sampling error is about 7 percent. The linear lattice equation itself predicts a rise about 3 percent above (58) over this interval. For waves longer than about six cells, the simulated spectrum was on average 1.005 times the predicted one.

The simulated variances themselves lie about 0.0013 nm² above (37). The lattice has a different short-wave cutoff. Its square set of wavevectors has the same area as the disc but includes larger q, which lowers the variance. Its difference Laplacian smooths short waves less than q² would, because 2−2cos y is at most y², which raises the variance. The first effect is about −0.00003 nm² and the second about +0.0012 nm²; the finite step in H adds about 0.00007 nm². Short waves saturate early, so this choice affects mainly the additive constant, and its effect on the increment vanishes at late times.

**What a real oxide changes**

Thermal gate oxides have been grown at temperatures near the one used here, and a 2 nm film is in the ultrathin range. Measured interface roughness is roughly of order 0.1 nm, but it depends on preparation and on the lateral resolution of the measurement. The calculated 0.064 nm is the part generated by independent reactions from a flat start, within the linear model with ℓ taken from (14). The atom-by-atom version described after (40) gives 0.072 to 0.076 nm.

A real wafer does not start perfectly flat. Let the initial height correlation be w₀² exp(−ρ²/a²) at lateral separation ρ. Its spectrum is πw₀²a² exp(−q²a²/4). Smoothing multiplies this by exp(−2ℓq²H), and integration over the plane leaves

w²_start = w₀² a²/(a²+8ℓH). (59)

For rough values w₀ = 0.10 nm and a = 10 nm,

w²_start = 0.0100 × 100/(100+4.4) = 0.0096 nm². (60)

The starting roughness falls only to 0.098 nm. It is independent of the reaction noise, so variances add:

w_total = √(0.0096+0.0041) nm = 0.117 nm. (61)

In this case the starting surface supplies about 70 percent of the variance. The slow logarithmic law describes the added part and does not by itself predict the total roughness of a wafer.

For the thickness-dependent rate, the local law of Proposition 3 gives a smaller effect. That law was derived for height variations much wider than the oxide is thick, and most of the waves counted here do not meet this condition. The figures below therefore show what the local law gives, not a prediction for a real oxide. As a rough model of dry oxidation with a fast initial stage, take

v ∝ [1+2 exp(−X/7 nm)]/(1+2X/200 nm). (62)

At X = 2 nm the rate is 0.818 of its initial value. Equation (51) then lowers w from 0.064 to 0.061 nm. For an 8 nm oxide it lowers w from 0.077 to 0.069 nm. The variance added between 4 and 8 nm of oxide falls from 0.00089 to 0.00051 nm², so the simple logarithmic step does not hold in this range. The total in (61) does not include this damping.

With the sharp cutoff for c = 1 nm, the layer factor (53) is 0.012 at 2 nm of oxide. It depends exponentially on the variance, so another way of averaging over 1 nm can change it by a factor of two or more. A small value does not exclude layer-by-layer behaviour near the start or around surface steps. Stress, steps, crystal anisotropy and correlated reactions are also absent, and their effects have not been sized here. Smoother starting wafers would reduce the total roughness under the example's conditions. A slower reaction with the same H and ℓ would not change the reaction-generated part while A1 to A5 hold.

The numerical output below gives the remaining values of the example.

Numbers as computed

```
Temperature: 1173 K
Interface energy (rough): 1.0 J/m2
Share of curvature work in barrier: 0.50
Silicon lattice constant: 0.543 nm
Volume per Si atom: 0.02001 nm3
Atomic layer spacing: 0.1358 nm
Smoothing length ell: 0.6179 nm
Averaging cell: 1.0 nm; cutoff: 3.545 1/nm
Oxide/silicon thickness ratio: 2.266
Omega/(2 ell): 0.01620 nm2
Log prefactor Omega/(8 pi ell): 0.001289 nm2
Variance added per doubling of H: 0.000893 nm2
Oxide 1 nm: H 0.441 nm, u 6.85, w2 0.003225 nm2, w 0.0568 nm
  no smoothing: w 0.0940 nm; lateral sqrt(2 ell H): 0.738 nm
  with changing rate: w 0.0549 nm
Oxide 2 nm: H 0.883 nm, u 13.71, w2 0.004118 nm2, w 0.0642 nm
  no smoothing: w 0.1329 nm; lateral sqrt(2 ell H): 1.044 nm
  with changing rate: w 0.0608 nm
Oxide 4 nm: H 1.765 nm, u 27.41, w2 0.005011 nm2, w 0.0708 nm
  no smoothing: w 0.1880 nm; lateral sqrt(2 ell H): 1.477 nm
  with changing rate: w 0.0653 nm
Oxide 8 nm: H 3.531 nm, u 54.83, w2 0.005904 nm2, w 0.0768 nm
  no smoothing: w 0.2658 nm; lateral sqrt(2 ell H): 2.089 nm
  with changing rate: w 0.0691 nm
Simulated w2 at H=2 nm: 0.006448 nm2
Simulated w2 at H=8 nm: 0.008310 nm2
Increment, simulation / log law: 0.001861 / 0.001787 nm2
Low-q spectrum, simulation/prediction: 1.005
Saturated variance step on doubling L: 0.001787 nm2
H to relax longest wave in 100 nm patch: 205.0 nm
RMS curvature exponent, long growth: 0.197
Mean squared slope, long growth: 0.0162
Mean speed excess from slope: 0.81 percent
Normal-growth extra noise, 1000 nm patch: 1.07 percent
Extra-noise test, simulation/prediction: 1.020
Rate model A: 200 nm; initial excess: 2.0; decay: 7.0 nm
Rate at 2 nm oxide / initial rate: 0.818
Starting roughness: 0.10 nm, correlation length: 10 nm
Starting roughness left at 2 nm oxide: 0.0979 nm
Total w at 2 nm oxide, both sources: 0.1170 nm
Rough-front ratio (must exceed 1): 1.380
Rough-front threshold temperature: 850 K
Layer-force average at 2 nm oxide: 0.0121
```
